# Why high-frequency MOS capacitance saturates in inversion

Someone computing the capacitance–voltage curve of a metal–oxide–semiconductor (MOS) capacitor must decide twice what the minority carriers do: once for the steady bias and once for the small signal added to it. For the capacitor treated below, at 4 V above flat band, the choices give very different answers.

| Electrons at steady bias | Electrons in the signal | $C$ (nF/cm²) |
|---|---|---|
| in equilibrium | in equilibrium | 339 |
| in equilibrium | total number fixed | 75.5 |
| absent | absent | 45.3 |

The middle row is the high-frequency curve, and it is flat in inversion. That electrons cannot follow the signal explains why it lies far below the first row. It does not explain why it is flat, because in the last row they cannot follow either, and there the capacitance keeps falling with bias. The plateau needs electrons that miss the signal and yet follow the bias. These notes separate the two roles and weigh them.

## Setting and units

Uniformly doped p-type silicon fills $x>0$, behind an ideal oxide. The potential $\psi(x)$ is measured from the bulk, $V_t=kT/q$, $u=\psi/V_t$, and $V$ is the gate bias from flat band. Carriers obey Boltzmann statistics and acceptors are fully ionized. Interface traps and quantum confinement are left out. Boltzmann statistics are an idealization at the highest biases: at 4 V the electron density at the surface is $1.2\times10^{20}$ cm⁻³, above the effective density of states of the conduction band, about $3\times10^{19}$ cm⁻³. Fermi–Dirac statistics would change the first two values in the table to about 336 and 75.4 nF/cm².

Holes stay in equilibrium, $p=N_Ae^{-u}$. Electrons have a flat quasi-Fermi level of their own, displaced by $\phi=vV_t$, so that $np=n_i^2e^{-v}$. With

$$\delta=(n_i/N_A)^2,\qquad a=\delta e^{-v},$$

the electron density in excess of its bulk value is $N_Aa(e^u-1)$. Counting only the excess keeps the bulk neutral and drops a density of order $\delta N_A$. Let $\sigma=-\rho$ be the density of negative charge:

$$\sigma=qN_A\left[(1-e^{-u})+a(e^u-1)\right].$$

The first term is acceptors not compensated by holes, the second is electrons. Poisson's equation is $\varepsilon_s\psi''=\sigma$. Measuring $x$ in units of $L=\sqrt{\varepsilon_sV_t/(qN_A)}$ removes all prefactors:

$$u''=(1-e^{-u})+a(e^u-1).\tag{1}$$

Let $F=-u'$ be the dimensionless field, so that the field is $FV_t/L$. Multiply (1) by $2u'$ and integrate from the bulk, where $u=u'=0$:

$$F^2=2\left[e^{-u}+u-1+a(e^u-u-1)\right].\tag{2}$$

By Gauss's law the semiconductor charge per area has magnitude $Q=\varepsilon_sE_s=qN_AL\,F_s$, where $s$ marks the surface. The bias divides as $V=\psi_s+Q/C_{ox}$. Differentiating with respect to $Q$ gives

$$\frac1C=\frac1{C_{ox}}+\frac1{C_s},\qquad C_s=\frac{dQ}{d\psi_s}.$$

What is held fixed in this derivative is the question at issue.

The example has $N_A=10^{17}$ cm⁻³, $n_i=10^{10}$ cm⁻³, a 10 nm oxide and $T=300$ K. Then $V_t=25.85$ mV, $L=12.93$ nm and $C_{ox}=345.3$ nF/cm².

## Capacitance measures where the added charge sits

A small signal changes the charge density by $\delta\sigma$ and the potential by $\delta\psi$, with $\delta\psi''=\delta\sigma/\varepsilon_s$. Multiply by $x$ and integrate by parts:

$$\frac1{\varepsilon_s}\int_0^\infty x\,\delta\sigma\,dx=\Big[x\,\delta\psi'-\delta\psi\Big]_0^\infty=\delta\psi_s,$$

because the perturbation vanishes in the bulk. Dividing by $\delta Q=\int\delta\sigma\,dx$,

$$C_s=\frac{\varepsilon_s}{\bar x},\qquad \bar x=\frac{\int x\,\delta\sigma\,dx}{\int\delta\sigma\,dx}.\tag{3}$$

Nothing was assumed about which carriers respond. Since the numerator of $\bar x$ is linear in $\delta\sigma$, for a given total $\delta Q$ electrons and holes contribute additively and can be weighed separately.

The oxide is equivalent to a silicon thickness $\varepsilon_s/C_{ox}=10\times11.7/3.9=30.0$ nm, so

$$C=\frac{C_{ox}}{1+\bar x/(30.0\ \text{nm})}.\tag{4}$$

## Contribution 1: holes at the depletion edge

Define the depletion width by the total hole deficit, with lengths still in units of $L$:

$$W=\int_0^\infty(1-e^{-u})\,dx.$$

In inversion, electrons and holes occupy separate regions. Where the densities cross, each equals $n_i$, which is $10^{-7}N_A$ here. In the region where holes matter, (1) therefore reduces to $u''=1-e^{-u}$. This equation does not contain $x$ explicitly, so its solutions that decay into the bulk are shifted copies of one profile. Extra charge moves the hole edge rigidly by some small distance $s$.

Write $\sigma_h=1-e^{-u}$. The shift changes it by $\delta\sigma_h=-s\,\sigma_h'$. At the surface $\sigma_h=1$, since holes are absent there, and in the bulk $\sigma_h=0$. Hence

$$\int_0^\infty\delta\sigma_h\,dx=-s[\sigma_h]_0^\infty=s,$$

$$\int_0^\infty x\,\delta\sigma_h\,dx=-s[x\sigma_h]_0^\infty+s\int_0^\infty\sigma_h\,dx=sW.$$

The centroid of the hole response is $W$. The edge is blurred over a few $L$, but the blur does not displace the centroid.

If the electron profile were frozen point by point, holes would carry the whole signal and $\bar x=W$. At 4 V, $W=109.4$ nm, and (4) gives $345.3/(1+109.4/30.0)=74.3$ nF/cm².

## Contribution 2: electrons shifting within their layer

Slow generation fixes the number of electrons during a signal period, not their positions. They can still move within the inversion layer, and we assume that they do so instantly. Their response then has no net charge but can have a dipole moment, so

$$\bar x_{HF}=W+m_e,\qquad m_e=\frac{\int x\,\delta n\,dx}{\int\delta\sigma_h\,dx},$$

with $\delta n$ in units of $N_A$.

The sign of $m_e$ follows from the linearized equations. Take $\delta Q>0$. The electron change is $\delta n=nw$ with $w=\delta u-\delta v$. Let $f=-\delta u'$ be the added field. Moving toward the surface through the electron layer, $f$ changes at the rate $nw$ and $w$ at the rate $f$. The field enters from the depletion region with the value $s>0$ and must leave at the surface with the same value, because the electrons add no net charge. As $\int nw\,dx=0$, $w$ changes sign. If it were positive on the deep side, where $f>0$, both would keep growing and $w$ could not change sign. So $w$ starts negative. If $f$ dropped to zero while $w$ was still negative, both would stay negative from there on, and $f$ could not return to $s$. Hence $f>0$ throughout, and $w$ rises toward the surface. Electrons leave the deep side of the layer and gather near the oxide, so $m_e<0$.

At 4 V the dipole part is $-2.3$ nm. The centroid moves from 109.4 to 107.1 nm and the capacitance rises from 74.30 to 75.55 nF/cm², by 1.7 %. "The edge of the depletion layer" is thus a good description of the response, with a small correction.

The same capacitance follows without solving for profiles. Count charge in units of $qN_AL$. Since $dx=-du/F$, the electron charge is

$$N(u_s,v)=\int_0^{u_s}\frac{a(e^u-1)}{F}\,du,$$

and the total charge is $Q=F_s(u_s,v)$. Fixing $N$ requires $N_u\,du_s+N_v\,dv=0$, where subscripts denote partial derivatives. Substituting $dv=-(N_u/N_v)\,du_s$ into $dQ=Q_u\,du_s+Q_v\,dv$ gives

$$C_s^{HF}=\frac{\varepsilon_s}{L}\left(Q_u-Q_v\frac{N_u}{N_v}\right).\tag{5}$$

The derivatives come from (2) and from $\partial/\partial v=-a\,\partial/\partial a$:

$$Q_u=\frac{1-e^{-u_s}+a(e^{u_s}-1)}{F_s},\qquad Q_v=-\frac{a(e^{u_s}-u_s-1)}{F_s},$$

$$N_u=\frac{a(e^{u_s}-1)}{F_s},$$

$$N_v=-a\int_0^{u_s}\frac{(e^u-1)\left[F^2-a(e^u-u-1)\right]}{F^3}\,du.$$

In the last line $\partial F/\partial a=(e^u-u-1)/F$ was used under the integral. A direct solution of the nonlinear Poisson equation, repeated at slightly different gate voltages with the electron number fixed, agreed with (5) within the required 0.3 % at five biases from 1 to 4 V.

## Contribution 3: electrons exchanged during the signal

If generation and recombination keep up with the signal, $v$ stays zero and $C_s=(\varepsilon_s/L)Q_u$. In strong inversion (2) becomes

$$\tfrac12F_s^2\simeq u_s-1+\delta e^{u_s}.\tag{6}$$

Differentiating, and then eliminating $\delta e^{u_s}$,

$$Q_u\simeq\frac{1+\delta e^{u_s}}{F_s}=\frac{\tfrac12F_s^2-u_s+2}{F_s}\approx\frac{F_s}2.$$

The centroid is then close to $2L/F_s=2V_t/E_s$. At 4 V the surface field is 0.994 MV/cm, which gives 0.52 nm; the full value is 0.54 nm.

Electrons carry 99.92 % of this signal. The remaining 0.08 % sits at the hole edge, but its long lever arm contributes $0.0008\times109\approx0.09$ nm, about a sixth of the centroid. From (4), $C=345.3/(1+0.54/30.0)=339$ nF/cm². Blocking this exchange lowers the capacitance from 339 to 75.5 nF/cm², by far the largest effect of the signal rule. The value 0.54 nm belongs to the classical Boltzmann model; Fermi–Dirac statistics alone would raise it to about 0.8 nm, and confinement would enlarge it further.

## Contribution 4: electrons that follow the steady bias

So far we know where the signal charge sits at a given bias. A plateau requires that this place stop moving as the bias rises. Using $dx=-L\,du/F$ and restoring units,

$$W=L\int_0^{u_s}\frac{1-e^{-u}}{F(u)}\,du.\tag{7}$$

With electrons in equilibrium, $F$ grows as $\sqrt{2\delta}\,e^{u/2}$ at large $u$. The integral converges as $u_s\to\infty$, so $W$ has a finite limit $W_\infty$. The distance still to go is

$$W_\infty-W\simeq L\int_{u_s}^\infty\frac{du}{\sqrt{2\delta}\,e^{u/2}}=\frac{2L}{\sqrt{2\delta}\,e^{u_s/2}}\simeq\frac{2L}{F_s}=\frac{2V_t}{E_s}.$$

At 4 V this is 0.52 nm, and the full integral gives 0.53 nm.

The surface potential does not saturate. From (6), $u_s\simeq\ln(F_s^2/2\delta)$ once electrons dominate, which grows logarithmically with the field. Between 2 and 4 V, $\psi_s$ rises from 0.956 to 1.017 V, while $W$ moves only from 108.3 to 109.4 nm. The small growth of $W$ accounts for less than a third of this rise in potential; the rest is due to the electron layer. Assigning all of $\psi_s$ to depletion, through $L\sqrt{2u_s}$, would give 114.7 nm at 4 V and a spurious slow decline of the capacitance.

Now remove the electrons at steady bias. For $u_s\gg1$, (2) leaves $F_s^2=2(u_s-1)$, and (7) no longer converges. With $c=C_{ox}L/\varepsilon_s=0.431$, the bias equation is

$$\frac V{V_t}=u_s+\frac{F_s}c=1+\frac{F_s^2}2+\frac{F_s}c.$$

Multiply by $2c^2$ and complete the square:

$$(1+cF_s)^2=1+2c^2\left(\frac V{V_t}-1\right).$$

Since $dF_s/du_s=1/F_s$, we have $C_{ox}/C_s=cF_s$, and therefore

$$\frac C{C_{ox}}=\frac1{1+cF_s}=\frac1{\sqrt{1+2c^2(V/V_t-1)}}.\tag{8}$$

This is deep depletion. At 4 V, $V/V_t-1=153.7$, the root is 7.62, and $C=45.3$ nF/cm². From 2 to 4 V the capacitance falls by 28.9 %. With electrons present at steady bias and fixed in number during the signal, it changes by less than 0.1 %. Both cases exclude electrons from the net signal charge; the difference between them is the cause of the plateau. Formula (8) itself assumes that no breakdown supplies carriers.

At 1 V, before strong inversion, all the rules give 89.2 nF/cm² to that precision, since there are too few electrons for the rule to matter.

## How flat is the plateau?

With a frozen profile, $\bar x=W$ rises toward its limit, and the capacitance falls from 74.9 at 2 V to 74.3 nF/cm² at 4 V. Redistribution changes this approach.

Use units of $L$ again. At fixed $N$, $dQ=dF_s=dW$, so $\bar x=du_s/dW$. Differentiating (6) with $\delta$ replaced by $a=\delta e^{-v}$,

$$F_s\,dF_s=du_s+ae^{u_s}(du_s-dv)\;\Rightarrow\;\frac{d(u_s-v)}{dW}=\frac{F_s-\bar x}{ae^{u_s}}\approx\frac2{F_s},$$

where the last step uses $ae^{u_s}\approx F_s^2/2$ and $F_s\gg\bar x$. To the same order $dW=W_\infty'(v)\,dv$, because the remainder $2/F_s$ varies only as $F_s^{-2}$. Adding $dv/dW$ and restoring units,

$$\bar x_{HF}\simeq\frac{L^2}{dW_\infty/dv}+\frac{2V_t}{E_s},\tag{9}$$

where $W_\infty$ is now a length. The limit is approached from above, so the high-frequency capacitance eventually rises slightly with bias. As it falls on entering inversion, it has a shallow minimum.

The limiting centroid is 106.8 nm, so the 4 V value lies about 0.37 nm above it (0.36 nm from the rounded printed values), compared with 0.52 nm from the last term of (9). The neglected terms explain the gap. Replacing $F_s$ by $F_s-\bar x$ lowers the term by the fraction $\bar x/F_s$, and the varying remainder lowers it by the same fraction. With $F_s=49.7$ and $\bar x=8.3$ this fraction is 1/6 to leading order, giving about $0.52\times(1-2/6)=0.35$ nm. The tabulated high-frequency values at 2, 3 and 4 V differ by less than 0.1 %, finer than the 0.3 % to which they were tested, so the case for the minimum rests on (9).

Why does the limit stay below $W_\infty=110.0$ nm? An estimate places the end of the depletion drop at $u_*$, where the electron and depletion terms in (6) are equal: $ae^{u_*}=u_*-1$, with $W_\infty\approx\sqrt{2(u_*-1)}$ in units of $L$. Taking the logarithm and differentiating,

$$\frac{du_*}{dv}-1=\frac1{u_*-1}\frac{du_*}{dv}\;\Rightarrow\;\frac{du_*}{dv}=\frac{u_*-1}{u_*-2}.$$

Since $W_\infty'=(du_*/dv)/W_\infty$, the limiting centroid is about $W_\infty[1-1/(u_*-1)]$. Here $\ln(1/\delta)=0.8334/0.02585=32.2$ gives $u_*\approx35.8$ and a reduction of 2.9 %, or 3.2 nm. In this estimate the dipole correction therefore survives at high bias.

## What "cannot follow" means in seconds

Suppose electrons are supplied by Shockley–Read–Hall generation through midgap centres with equal lifetimes $\tau$. The net generation rate is $(n_i^2-np)/[\tau(n+p+2n_i)]$, and for small $v$ the numerator is $n_i^2v$. Integrated over the space-charge region, this gives a current per area $g\phi$, with

$$g=\frac q{\tau V_t}\int\frac{n_i^2}{n+p+2n_i}\,dx.$$

Let $y$ be $u$ measured from the point where $n=p$. There $n=n_ie^y$ and $p=n_ie^{-y}$, so the integrand is $n_i/[4\cosh^2(y/2)]$. It is confined to a few $V_t$ of potential, over which the field is nearly its central value $E_m$. With $dx=V_t\,dy/E_m$ and $\int dy/[4\cosh^2(y/2)]=1$,

$$g\simeq\frac{qn_i}{\tau E_m}.$$

For $\tau=1$ µs and $E_m=110$ kV/cm this gives 14.6 nS/cm²; the full integral agrees within 1 %.

Let $Q_n$ be the electron charge per area and $K=-(\partial Q_n/\partial\phi)_V$. The rate equation at angular frequency $\omega$ is

$$i\omega\left[\left(\frac{\partial Q_n}{\partial V}\right)_{\phi}\delta V-K\phi\right]=g\phi\;\Rightarrow\;\phi=\frac{i\omega\,(\partial Q_n/\partial V)_{\phi}}{g+i\omega K}\,\delta V.$$

The gate charge is linear in $\delta V$ and $\phi$. At $\omega\to0$, $\phi=0$ and the capacitance is $C_{LF}$. At $\omega\to\infty$ the bracket vanishes, the electron number is fixed, and the capacitance is $C_{HF}$. Hence

$$C(\omega)=C_{HF}+\frac{C_{LF}-C_{HF}}{1+i\omega/\omega_0},\qquad\omega_0=\frac gK.$$

In strong inversion a shift $\phi$ at fixed gate bias raises $\psi_s$ by nearly $\phi$. The total charge falls by $C_{ox}\phi$ while the depletion charge grows by $(\varepsilon_s/W)\phi$, so $K\approx C_{ox}+\varepsilon_s/W=440$ nF/cm², against 436 in full. The response time is $1/\omega_0=436/14.65\approx30$ s, and the corner frequency is 5.4 mHz. At 1 Hz the real part of $C(\omega)$, which is the capacitance measured in the parallel-equivalent circuit, has already reached its high-frequency value to within about 0.01 nF/cm². The imaginary part, a loss, decays more slowly, as $1/\omega$, and is still about 1.4 nF/cm² in magnitude.

The same slowness threatens the steady bias. During an upward ramp at rate $r$ in strong inversion, the electron charge must grow at about $C_{ox}r$, which requires $\phi\approx C_{ox}r/g$. Keeping $\phi$ below $V_t$ demands $r\lesssim25.9\ \text{mV}/23.6\ \text{s}\approx1$ mV/s in this model. A faster ramp in the dark leads toward deep depletion, even though the signal frequency is unchanged.

Surface generation under the gate is negligible in strong inversion, because the dense electrons there keep the interface centres occupied. Light or a neighbouring n-type region can add to the supply of electrons. Diffusion from the bulk does so too, but in this example it is negligible beside generation. A larger supply relaxes the limit on the ramp and raises the corner frequency. If the corner rises above the signal frequency, the electrons join the signal and the low plateau disappears. The numerical output below lists the values at all five biases.

## Numbers as computed

```
Temperature: 300 K; thermal voltage: 25.852 mV
Acceptor density: 1.0e+17 cm^-3; ni: 1.0e+10 cm^-3
Relative permittivity Si: 11.7; oxide: 3.9
Oxide thickness: 10.0 nm; lifetime: 1.0 us
Length L: 12.929 nm; c = Cox L/eps_s: 0.4310
Oxide capacitance: 345.3 nF/cm^2
Twice the bulk Fermi potential: 0.8334 V
Textbook width at that bending: 103.81 nm
Gate capacitances in nF/cm^2 (solver), bias from flat band:
V (V) psi_s (V) W (nm)  LF     HF     frozen deep depl.
1.0   0.6002    86.18   89.18  89.17  89.17  89.17
1.5   0.9040   106.24  273.77  76.22  76.04  73.32
2.0   0.9561   108.33  324.42  75.53  74.89  63.72
3.0   0.9951   109.16  336.04  75.50  74.44  52.22
4.0   1.0166   109.43  339.25  75.55  74.30  45.30
HF change from 2 V to 4 V: 0.03 %
Deep-depletion change from 2 V to 4 V: -28.9 %
At 4 V:
Surface field: 0.994 MV/cm
Electron sheet density: 5.336e+12 cm^-2
AC-charge centroid, LF: 0.536 nm
AC-charge centroid, HF: 107.12 nm
AC-charge centroid, frozen profile: 109.43 nm
Electron dipole part of HF centroid: -2.30 nm
Electron share of LF AC charge: 99.92 %
Depletion width W: 109.43 nm; limit: 109.95 nm
Remaining distance: 0.525 nm
2 Vt / surface field: 0.520 nm
Width if all psi_s were depletion: 114.66 nm
Limit of HF centroid: 106.76 nm
Field where n = p: 110.0 kV/cm
Generation conductance: 14.65 nS/cm^2
K: 435.7 nF/cm^2; Cox + eps_s/W: 440.0 nF/cm^2
Response time 1/w0: 29.7 s
Corner frequency: 5.35 mHz
Real part of C at 1e-04 Hz: 339.16 nF/cm^2
Real part of C at 1e-02 Hz: 134.28 nF/cm^2
Real part of C at 1e+00 Hz: 75.56 nF/cm^2
Real part of C at 1e+06 Hz: 75.55 nF/cm^2
```
